# Conductivity, thermopower and Lorenz ratio from the semiclassical Boltzmann equation, part 2

Electrons of charge $-e$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon$ relax in time $\tau$ toward $f=1/(e^x+1)$, $x=(\varepsilon-\mu)/\theta$, $\theta=kT$, with $\hbar=m_e=1$. The occupation $F=f+g$ obeys

$$\mathbf v\cdot\nabla_{\mathbf r}F-e\mathbf E\cdot\nabla_{\mathbf k}F=-\frac{F-f}{\tau}.$$

With $\boldsymbol{\mathcal E}=\mathbf E+\nabla\mu/e$ and $f'=\partial f/\partial\varepsilon$, to first order

$$g=-\tau(-f')\,\mathbf v\cdot\Big[e\boldsymbol{\mathcal E}+(\varepsilon-\mu)\frac{\nabla T}{T}\Big].\tag{1}$$

$$\Sigma_{ab}(E)=2\sum_n\int\frac{d^dk}{(2\pi)^d}\,v_av_b\,\tau\,\delta(E-\varepsilon_n),\qquad L_p=\int dE\,\Sigma(E)\,(E-\mu)^p\,(-f'),\tag{2}$$

The charge and heat currents are

$$\mathbf j=e^2L_0\,\boldsymbol{\mathcal E}+eL_1\frac{\nabla T}{T},\qquad \mathbf j_Q=-eL_1\,\boldsymbol{\mathcal E}-L_2\frac{\nabla T}{T}.\tag{3}$$

For scalar $\Sigma$, with $\mathcal L=\kappa/\sigma T$, $w=-df/dx$ and averages over $P(x)=\Sigma(\mu+\theta x)w/L_0$,

$$\sigma=e^2L_0,\qquad S=-\frac{1}{eT}\frac{L_1}{L_0},\qquad \kappa=\frac1T\Big(L_2-\frac{L_1^2}{L_0}\Big).\tag{4}$$

$$S=-\frac ke\langle x\rangle,\qquad \mathcal L=\frac{k^2}{e^2}\big(\langle x^2\rangle-\langle x\rangle^2\big).\tag{5}$$

Let $M_2=\int x^2w\,dx=\pi^2/3$ and $\mathcal L_{\rm WF}=\pi^2k^2/3e^2$. The Dirac cone has $\Sigma=c|E|$, $c=\tau/\pi$; ignoring its kink,

$$S=-\frac ke\,\frac{\pi^2}{3}\frac{\theta}{\mu},\qquad \frac{\mathcal L}{\mathcal L_{\rm WF}}=1-\frac{\pi^2}{3}\Big(\frac\theta\mu\Big)^2 .\tag{7}$$

For smooth $\Sigma$, with derivatives at $\mu$,

$$L_0=\Sigma+\frac{\pi^2\theta^2}{6}\Sigma''+\frac{7\pi^4\theta^4}{360}\Sigma''''+\dots,$$
$$L_1=\frac{\pi^2\theta^2}{3}\Sigma'+\frac{7\pi^4\theta^4}{90}\Sigma'''+\dots,\qquad L_2=\frac{\pi^2\theta^2}{3}\Sigma+\frac{7\pi^4\theta^4}{30}\Sigma''+\dots\tag{8}$$

$$\sigma=e^2\Sigma(\mu),\qquad S_{\rm Mott}=-\frac{\pi^2k^2T}{3e}\frac{d\ln\Sigma}{dE}\Big|_\mu,\qquad \frac{\kappa}{\sigma T}=\frac{\pi^2k^2}{3e^2}.\tag{9}$$

$$\frac{\sigma}{e^2\Sigma}-1=\pi^2\theta^2\frac{\Sigma''}{6\Sigma},\qquad \frac{S}{S_{\rm Mott}}-1=\pi^2\theta^2\Big[\frac{7\Sigma'''}{30\Sigma'}-\frac{\Sigma''}{6\Sigma}\Big],$$
$$\frac{\mathcal L}{\mathcal L_{\rm WF}}-1=\pi^2\theta^2\Big[\frac{8\Sigma''}{15\Sigma}-\frac13\Big(\frac{\Sigma'}{\Sigma}\Big)^2\Big].\tag{10}$$

For $\Sigma=cE^2$ and $u=\pi^2\theta^2/\mu^2$,

$$\frac{S}{S_{\rm Mott}}=\frac{1}{1+u/3},\qquad \frac{\mathcal L}{\mathcal L_{\rm WF}}=\frac{1+7u/5}{1+u/3}-\frac{4u/3}{(1+u/3)^2}.\tag{11}$$

At fixed carrier density $n$, with $N(E)$ counting states and $D=N'$,

$$\mu-E_F=-\frac{\pi^2\theta^2}{6}\frac{D'}{D}.\tag{12}$$

The example is the honeycomb π band with hopping $t=3$ eV, bond $a=1.4$ Å, $\tau=10$ fs, $\mu=0.5$ eV, $T=300$ K; $\hbar v=6.300$ eV Å, $\tau/\hbar=15.1927$ eV⁻¹, $\pi^2\theta^2=6.596\times10^{-3}$ eV². The program's "full" values integrate (2) without expansion; a $\mathbf k$-grid sum checks them. Constant $\tau$ gives $\Sigma'/\Sigma=2.00016$ eV⁻¹.

Why does $\Sigma$ stay so close to the cone? Exactly, with $v=3ta/2$ and $N$ counted from the Dirac point,

$$\Sigma_{xx}=\frac{\tau v^2}{E}\Big[N(E)-\frac{1}{3t^2}\int_0^E\varepsilon^2D\,d\varepsilon\Big].$$

To find $N$, set $a=t=1$, $p=2E/3$, $s=\sin3\alpha$, with $(q,\alpha)$ polar coordinates about the Dirac point. The energy contour is

$$p^2=q^2\Big[1+\tfrac12qs+\big(\tfrac1{16}-\tfrac14\big)q^2\Big].$$

Inverting the bracket gives $q^2=p^2[1-\tfrac12qs+\tfrac14p^2s^2+\tfrac3{16}p^2]$, and $q\approx p(1-\tfrac14ps)$ turns $-\tfrac12qs$ into $-\tfrac12ps+\tfrac18p^2s^2$. The angular average, with $\overline{s}=0$ and $\overline{s^2}=\tfrac12$, is $p^2[1+\tfrac38p^2]=p^2[1+E^2/6]$. Thus $N=(E^2/\pi v^2)(1+E^2/6t^2)$, while the subtracted integral is $E^4/(6t^2\pi v^2)$ at leading order. The two $E^4$ terms cancel. The printed numbers bear this out: the formula gives $n=0.25/(\pi\times6.300^2)\times(1+0.25/54)=2.0143\times10^{-3}$ Å⁻² against $2.01435\times10^{-3}$ Å⁻², and $D'/D=1/\mu+2\mu/3t^2=2.037$ eV⁻¹ against $2.0379$. For a small correction $E^m$ to $\Sigma\propto E$, the ratio of $\Sigma'''/\Sigma'$ to $\Sigma''/\Sigma$ is $m-2$; the printed ratio $0.00488/0.00159=3.07$ points to $m=5$.

*Energy-dependent scattering.* With $\tau=\tau_0|E|/\mu$, $\Sigma(\mu)$ is unchanged and $\Sigma'/\Sigma$ gains $1/\mu$, becoming $4.00016$ eV⁻¹. The same band now has $S_{\rm Mott}=-0.34021\,k/e=-29.317$ μV/K: when $\tau$ depends on energy alone, $d\ln\Sigma/dE$ is a band part plus $d\ln\tau/dE$, and this choice of $\tau$ makes the two parts nearly equal. The full values are $\sigma=2.43931\,e^2/\hbar=0.5938$ mS, $S=-0.33725\,k/e=-29.062$ μV/K, $\kappa=7.9715\,k^2T/\hbar=4.3227$ nW/K and $\mathcal L=3.26794\,(k/e)^2=2.4267\times10^{-8}$ W Ω/K². With $\Sigma''/\Sigma=8.00221$ and $\Sigma'''/\Sigma'=0.00482$ eV⁻², the brackets of (10) are $1.33370$, $-1.33258$ and $4.26785-5.33376$. Deviations relative to the leading terms (9):

| | $\sigma$ | $S$ | $\mathcal L$ |
|---|---|---|---|
| eq. (10), $10^{-3}$ | 8.797 | −8.790 | −7.031 |
| full, $10^{-3}$ | 8.797 | −8.713 | −6.665 |

The gaps are the higher orders visible in (11). With $u=6.596\times10^{-3}/0.25=0.026384$, (11) gives $1/1.008795-1=-8.718\times10^{-3}$ for $S$ and $1.027898-0.034568-1=-6.670\times10^{-3}$ for $\mathcal L$. Each differs from the full value by $0.005\times10^{-3}$, the amount by which the lattice shifts the $\theta^2$ terms from $-u/3=-8.795\times10^{-3}$ and $-4u/15=-7.036\times10^{-3}$. The program tests (10) at a lower temperature, to 2 percent of each correction and for both forms of $\tau$, and tests that doubling $T$ multiplies each deviation by about four.

*Chemical potential.* Reading $0.5$ eV as $E_F$, (12) gives $-6.596\times10^{-3}\times2.0379/6=-2.2403\times10^{-3}$ eV, and solving the number equation gives $-2.2453\times10^{-3}$ eV, 0.22 percent larger. On the cone $\mu^2+\pi^2\theta^2/3=E_F^2$, so $\mu-E_F=-E_F(u/6)(1+u/12+\dots)$, and $u/12=0.0022$. For constant $\tau$ this shift changes $\sigma$ by $2.00016\times(-2.2453\times10^{-3})=-4.5\times10^{-3}$ of itself, far more than the $1.8\times10^{-6}$ found at fixed $\mu$.

## 6. The tensor case

When $\Sigma$ is a full matrix, (3) is solved with attention to order. Setting $\mathbf j=0$ and multiplying from the left by $L_0^{-1}$ gives $\boldsymbol{\mathcal E}=-L_0^{-1}L_1\nabla T/eT$, and substitution in $\mathbf j_Q$ gives

$$S=-\frac1{eT}L_0^{-1}L_1,\qquad \kappa=\frac1T\big(L_2-L_1L_0^{-1}L_1\big).$$

The expansions (8) hold element by element. For invertible $\Sigma(\mu)$, at leading order,

$$S=-\frac{\pi^2k^2T}{3e}\,\Sigma^{-1}\Sigma',\qquad \frac{\kappa\,\sigma^{-1}}{T}=\frac{\pi^2k^2}{3e^2}\,\mathbb 1 .\tag{13}$$

Wiedemann-Franz carries over intact, since $L_0$ and $L_2$ both start with the matrix $\Sigma(\mu)$. Mott's logarithmic derivative does not. The transpose of $\Sigma^{-1}\Sigma'$ is $\Sigma'\Sigma^{-1}$, so $S$ is symmetric only if $\Sigma$ and $\Sigma'$ commute, as they do when the principal axes do not turn with energy. In two dimensions, from $(\Sigma^{-1}\Sigma')_{xx}=(\Sigma_{yy}\Sigma_{xx}'-\Sigma_{xy}\Sigma_{xy}')/\det\Sigma$ and $\Sigma_{xx}\Sigma_{yy}-\det\Sigma=\Sigma_{xy}^2$,

$$(\Sigma^{-1}\Sigma')_{xx}-\frac{\Sigma_{xx}'}{\Sigma_{xx}}=\frac{\Sigma_{xy}^2\Sigma_{xx}'-\Sigma_{xx}\Sigma_{xy}\Sigma_{xy}'}{\Sigma_{xx}\det\Sigma}=-\frac{\Sigma_{xx}\Sigma_{xy}}{\det\Sigma}\frac{d}{dE}\frac{\Sigma_{xy}}{\Sigma_{xx}} .$$

*Check on limits.* The difference vanishes for diagonal $\Sigma$ and for $\Sigma=A\,\phi(E)$ with a fixed matrix $A$, as for an anisotropic cone with scalar $\tau(E)$; in the second case $S$ is a multiple of the unit matrix, however anisotropic $\sigma$ is.

## 7. Testing signs and order without linearizing

The equation of section 1 can be solved exactly along trajectories. With no field, and $\tau$ fixed along a path of fixed $\mathbf k$,

$$F(\mathbf r)=\int_0^\infty ds\,e^{-s}f(\mathbf r-\mathbf v\tau s).$$

To verify, $\mathbf v\cdot\nabla$ acts on the integrand as $-\tau^{-1}\partial_s$, and integration by parts gives $\int_0^\infty e^{-s}\partial_sf\,ds=-f(\mathbf r)+F$, so $\mathbf v\cdot\nabla F=-(F-f)/\tau$. With a field, uniform $\mu$ and $T$, and constant $\tau$, the same steps verify $F(\mathbf k)=\int_0^\infty ds\,e^{-s}f(\mathbf k+e\mathbf E\tau s)$. The program evaluates these on the $\mathbf k$ grid for weak driving, finds the $\nabla\mu$ that cancels the particle current for a given $\nabla T$, and reads off $S$ and $\kappa$. It tests $\sigma$ from the field, $\sigma$ from $\nabla\mu$, $S$ and $\kappa$ against the $L_p$ formulas, each to one part in a million of the largest element.

The model for this has unequal hoppings $(3,\,2.5,\,3.5)$ eV on the bonds $a(0,1)$, $a(\sqrt3/2,-1/2)$, $a(-\sqrt3/2,-1/2)$ of the same lattice, in that order (the matrix elements depend on this orientation), $\mu=0.9$ eV and $\tau=\tau_0|E|/\mu$ (the field test alone uses constant $\tau=\tau_0$):

$$e^2\Sigma=\begin{pmatrix}4.8342&1.8506\\1.8506&4.6296\end{pmatrix}\frac{e^2}{\hbar},\qquad \Sigma^{-1}\Sigma'=\begin{pmatrix}2.23396&0.04044\\0.03404&2.21348\end{pmatrix}\text{eV}^{-1}.$$

The conductivity is strongly non-diagonal, the thermopower nearly scalar and close to the cone value $2/\mu=2.222$ eV⁻¹, as the limit of section 6 suggests. Multiplying by $-3.28987\times0.025852=-0.085050$ eV gives Mott's tensor at 300 K, set beside the Boltzmann solution, in $k/e$:

$$S_{\rm Mott}=-\begin{pmatrix}0.189998&0.003439\\0.002895&0.188255\end{pmatrix},\qquad S=-\begin{pmatrix}0.189506&0.003482\\0.002928&0.187737\end{pmatrix}.$$

The antisymmetric part $S_{xy}-S_{yx}$ is $-0.000544$ from (13) and $-0.000554$ from the Boltzmann solution; the reversed order would give the opposite sign. The element $S_{xx}$ is 0.26 percent smaller in magnitude than Mott's, close to the $u/3=0.27$ percent of (11) with $u=6.596\times10^{-3}/0.81$. The element-wise $d\ln\Sigma_{xx}/dE=2.246989$ eV⁻¹ exceeds the correct $2.233960$ by 0.58 percent of the latter, and this error persists as $T\to0$; the program tests at low temperature that it exceeds ten times the error of (13). The matrix $\kappa\sigma^{-1}/(T\mathcal L_{\rm WF})$ has diagonal elements $0.998020$ and $0.997771$, near $1-4u/15=0.9978$, and off-diagonal elements $0.000377$ and $0.000456$.

## 8. Failure at a kink

Return to equal hoppings and constant $\tau$, and lower $\mu$ toward the Dirac point. Write $|E|=E+2|E|\,\Theta(-E)$. The first term gives (7); the second, absent from the Taylor series, cancels the negative continuation of $E$ below zero and puts the lower band in its place, hence the factor 2. Let $b=\mu/\theta$ and $E=-\theta y$, so $x=-(b+y)$ and $w\approx e^{-b-y}$ to first order in $e^{-b}$. With $\int_0^\infty y^je^{-y}dy=j!$,

$$\frac{L_0}{c\theta}=b+2e^{-b},\qquad \frac{L_1}{c\theta^2}=M_2-2e^{-b}(b+2),\qquad \frac{L_2}{c\theta^3}=bM_2+2e^{-b}(b^2+4b+6).$$

The lower-band carriers sit on the negative side of the window, far from its centre: they pull the mean of $P$ toward zero and enter $L_2$ with a weight above $b^2$.

At $\mu=0.1$ eV, with $b$ rounded to $3.87$ throughout this estimate, $2e^{-b}=0.0417$. The three quantities are $3.912$, $3.290-0.245=3.045$ and $12.73+1.52=14.25$. The mean is $3.045/3.912=0.778$ against Mott's $3.290/3.87=0.850$, a ratio $0.916$; the program gives $0.9163$. The variance is $3.644-0.606=3.038$, or $0.923$ of $M_2$; the program gives $0.9224$. The power series, which ends with (7), would give $1-3.290/3.87^2=0.78$. At $\mu=0.05$ eV, $b=1.93$, the program gives $S/S_{\rm Mott}=0.5892$ and $\mathcal L/\mathcal L_{\rm WF}=1.2445$. In this model, as $\mu$ falls, the Lorenz ratio first sinks below the Wiedemann-Franz value and then rises above it.

At $\mu=0$, $\Sigma(\mu)=0$ and Mott's formula diverges, while $P\propto|x|w$ is even and $S=0$. Integration by parts gives $\int|x|^pw\,dx=2p\int_0^\infty x^{p-1}f\,dx$. For $p=1$ the integral of $f$ is $\ln2$. For $p=3$, $f=\sum_{m\ge1}(-1)^{m+1}e^{-mx}$ gives $\int_0^\infty x^2f\,dx=2\sum_m(-1)^{m+1}m^{-3}=2\,(1-\tfrac28)\zeta(3)$, the even terms being subtracted twice. Hence

$$\sigma=\frac{e^2\tau}{\pi}\,2\ln2\;\theta,\qquad \mathcal L=\frac{9\zeta(3)}{2\ln2}\frac{k^2}{e^2}=7.8039\,\frac{k^2}{e^2}.$$

The lattice gives $\sigma=0.17331\,e^2/\hbar$, equal to $15.1927\times2\ln2\times0.025852/\pi$, and $\mathcal L=7.8039\,(k/e)^2=2.3721\,\mathcal L_{\rm WF}$; the program tests both and $S=0$. $P$ has two humps, one on each side of $\mu$: under a temperature gradient electrons and holes drift the same way, cancel in charge and add in heat. The value belongs to constant $\tau$; it changes with $\tau(E)$, and electron-electron collisions, which this model lacks, can matter in real graphene near neutrality. A further limit is the semiclassical equation itself. It treats levels as sharp, and resolving the kink needs $\hbar/\tau\ll\theta$. The ratios $S/S_{\rm Mott}$ and $\mathcal L/\mathcal L_{\rm WF}$ of this section do not depend on $\tau$ within the model and apply when $\tau$ is long enough. The chosen $\tau=10$ fs is not: $\hbar/\tau=0.066$ eV exceeds $\theta=0.026$ eV, and $\mu\tau/\hbar$ is only $1.5$ at $0.1$ eV and $0.76$ at $0.05$ eV. For such a $\tau$ level broadening rounds the kink and changes all these numbers, and the conductance at $\mu=0$ is a value of the Boltzmann formula outside its range.

## 9. What the scattering must satisfy

A relaxation time is more than (13) needs; elastic scattering suffices. A collision term $-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(g_{\mathbf k}-g_{\mathbf k'})$ with $W\propto\delta(\varepsilon-\varepsilon')$ acts on each energy shell separately, and on a shell $-f'$ and $\varepsilon-\mu$ are constants. Both driving terms are then $\mathbf v$ times a constant. If $\boldsymbol\Lambda_{\mathbf k}$ solves $\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\boldsymbol\Lambda_{\mathbf k}-\boldsymbol\Lambda_{\mathbf k'})=\mathbf v_{\mathbf k}$, equation (1) holds with $\tau\mathbf v\to\boldsymbol\Lambda$, $\Sigma_{ab}$ contains $v_a\Lambda_b$, and for symmetric $W$ it stays a symmetric, non-negative matrix, because $\sum_{\mathbf k}v_a\Lambda_b=\tfrac12\sum_{\mathbf k\mathbf k'}W_{\mathbf k\mathbf k'}(\Lambda_{a\mathbf k}-\Lambda_{a\mathbf k'})(\Lambda_{b\mathbf k}-\Lambda_{b\mathbf k'})$. Equations (3) to (5), (8) to (10) and (13) use only these properties of $\Sigma$ and follow as before; $\boldsymbol\Lambda$ need not be parallel to $\mathbf v$, so the steps that use a scalar $\tau$ explicitly do not carry over.

Inelastic scattering links the shells. A minimal model keeps flat $\Sigma$ and the elastic rate $1/\tau$, and adds scattering with rate constant $\Gamma$ that preserves $\mathbf v$ but changes $x$ by $\pm\omega$ through a boson mode held in equilibrium; $\omega$ is in units of $\theta$ and $n_B=1/(e^\omega-1)$. The net flow from $x$ to $x'=x+\omega$ is $\Gamma[n_BF(1-F')-(n_B+1)F'(1-F)]$, the prime here marking the upper state. Put $F=1/(e^{x-\Phi}+1)$, so $g=w\Phi$ and $F/(1-F)=e^{-x+\Phi}$. Since $(n_B+1)e^{-\omega}=n_B$, the flow is $\Gamma(1-F)(1-F')\,n_Be^{-x}(e^{\Phi}-e^{\Phi'})\approx\Gamma W(x)(\Phi-\Phi')$, with $W=n_Bf(x)[1-f(x+\omega)]$. With a common factor scaled out, the equation reads $O\Phi=X$, where $X=1$ for the field, $X=x$ for the temperature gradient, and $O$ is symmetric and positive in the product $(A,B)=\int wAB\,dx$:

$$(\Psi,O\Psi)=\int w\Psi^2dx+\Gamma\tau\int W(x)\,[\Psi(x+\omega)-\Psi(x)]^2dx .$$

For $X=1$ the solution is $\Phi=1$, on which the inelastic term vanishes, so $\sigma$ is unchanged. For $X=x$ call the solution $\Phi_1$. The cross term is $(1,\Phi_1)=(O1,\Phi_1)=(1,x)=0$, so $\mathcal L=(x,\Phi_1)\,k^2/e^2$. The Schwarz inequality for the positive form gives $M_2^2=(x,O\Phi_1)^2\le(x,Ox)(\Phi_1,O\Phi_1)=(x,Ox)(x,\Phi_1)$. Putting both sides over a common denominator shows $f(x)[1-f(x+\omega)]=(n_B+1)[f(x)-f(x+\omega)]$, and $\int[f(x)-f(x+\omega)]dx=\omega$, so $(x,Ox)=M_2+\Gamma\tau\,\omega^3n_B(n_B+1)$. On the other side, $(\Phi_1,\Phi_1)\le(\Phi_1,O\Phi_1)=(x,\Phi_1)$ and $(x,\Phi_1)^2\le M_2(\Phi_1,\Phi_1)$ give $(x,\Phi_1)\le M_2$. In this model

$$\frac{1}{1+\Gamma\tau\,\omega^3n_B(n_B+1)/M_2}\le\frac{\mathcal L}{\mathcal L_{\rm WF}}\le1 .$$

*Check on limits.* At $\Gamma=0$ the bounds meet. They also meet for $\omega\to0$, where $\omega^3n_B(n_B+1)\to\omega$, and for $\omega\to\infty$, where it falls as $\omega^3e^{-\omega}$: at fixed $\Gamma\tau$, soft modes are quasi-elastic and hard modes are frozen out.

For $\omega=2$ and $\Gamma\tau=1$, $n_B=0.1565$ and the lower bound is $1/(1+8\times0.1565\times1.1565/3.28987)=0.6944$. Solving the discretized equation gives a conductivity ratio $1.000000$ and $\mathcal L/\mathcal L_{\rm WF}=0.6954$; the program tests that $\sigma$ is unchanged and that $\mathcal L$ lies above the bound and well below $\mathcal L_{\rm WF}$. The charge current is a surplus of forward movers at all energies, which a forward collision leaves alone. The heat current is hot electrons moving one way and cold ones the other, and a collision that cools a hot electron degrades it without any change of direction.

## Numbers as computed

```
moments M2 = 3.289868, M4 = 45.45758
t = 3.0 eV, bond = 1.4 A, tau = 10 fs, mu = 0.5 eV, T = 300 K
kT = 0.025852 eV, mu/kT = 19.341, tau/hbar = 15.1927 1/eV
hbar v at Dirac point = 6.300 eV A
cone value tau mu/(pi hbar) = 2.41799 e^2/hbar
e^2/hbar = 2.43413e-04 S, k/e = 86.173 uV/K, k^2 T/hbar = 5.42265e-10 W/K
L_WF = 3.28987 (k/e)^2 = 2.4430e-08 W Ohm/K^2
[tau constant] Sigma(mu) = 2.41804 e^2/hbar, Sigma'/Sigma = 2.00016 1/eV
  Sigma''/Sigma = 0.00159, Sigma'''/Sigma' = 0.00488 1/eV^2
  sigma full = 2.41804 e^2/hbar = 0.5886 mS
  S Mott = -0.17011 k/e = -14.659 uV/K
  S full = -0.17011 k/e = -14.659 uV/K
  kappa full = 7.8851 k^2T/hbar = 4.2758 nW/K
  L full = 3.26095 (k/e)^2 = 2.4215e-08 W Ohm/K^2
  full/leading - 1 (sigma,S,L): 1.779e-06, 5.768e-06, -8.790e-03
  (kT)^2 formula   (sigma,S,L): 1.743e-06, 5.771e-06, -8.791e-03
[tau = tau0 |E|/mu] Sigma(mu) = 2.41804 e^2/hbar, Sigma'/Sigma = 4.00016 1/eV
  Sigma''/Sigma = 8.00221, Sigma'''/Sigma' = 0.00482 1/eV^2
  sigma full = 2.43931 e^2/hbar = 0.5938 mS
  S Mott = -0.34021 k/e = -29.317 uV/K
  S full = -0.33725 k/e = -29.062 uV/K
  kappa full = 7.9715 k^2T/hbar = 4.3227 nW/K
  L full = 3.26794 (k/e)^2 = 2.4267e-08 W Ohm/K^2
  full/leading - 1 (sigma,S,L): 8.797e-03, -8.713e-03, -6.665e-03
  (kT)^2 formula   (sigma,S,L): 8.797e-03, -8.790e-03, -7.031e-03
S at mu = -0.5 eV from k-grid = 0.17011 k/e
n = 2.01435e-03 1/A^2, D'/D = 2.0379 1/eV
mu - E_F: root = -2.2453e-03 eV, formula = -2.2403e-03 eV
mu = 0.1 eV, mu/kT = 3.87: S/S_Mott = 0.9163, L/L_WF = 0.9224
mu = 0.05 eV, mu/kT = 1.93: S/S_Mott = 0.5892, L/L_WF = 1.2445
mu = 0: sigma = 0.17331 e^2/hbar, L = 7.8039 (k/e)^2, L/L_WF = 2.3721
cone value 9 zeta(3)/(2 ln 2) = 7.8039
unequal t = [3.0, 2.5, 3.5] eV, mu = 0.9 eV, tau = tau0 |E|/mu, order xx,xy,yx,yy
  Sigma(mu) [e^2/hbar]: 4.834151, 1.850599, 1.850599, 4.629561
  Sigma^-1 Sigma' [1/eV]: 2.233960, 0.040438, 0.034037, 2.213476
  d ln Sigma_xx/dE = 2.246989 1/eV
  S Mott 300 K [k/e]: -0.189998, -0.003439, -0.002895, -0.188255
  S Boltzmann 300 K [k/e]: -0.189506, -0.003482, -0.002928, -0.187737
  L/L_WF Boltzmann 300 K: 0.998020, 0.000377, 0.000456, 0.997771
inelastic model: omega/kT = 2.0, Gamma tau = 1, n_B = 0.1565
  sigma ratio = 1.000000, L/L_WF = 0.6954, bound = 0.6944
```
